# Subtractive two-layer embedding for surface reactions: link atoms and error cancellation: verification in Python

```python
"""Subtractive two-layer embedding for reactions at a tin surface site.

Result under test, for low level L and high level H:
    E_sub  = E_L(real) + E_H(model) - E_L(model)
    dE_sub = dE_H(model) + S_L,   S_X = dE_X(real) - dE_X(model)
    error against dE_H(real): S_L - S_H (embedded), -S_H (bare cluster)
Embedding improves on the cluster exactly when 0 < S_L/S_H < 2.

real  : surface Sn with three Sn back-neighbours, closed by hydrogen
model : the surface Sn with 'kept' back-neighbours; the others are
        replaced by link hydrogens on the cut bonds
L = Hartree-Fock, H = MP2.  Geometries are frozen, lengths in angstrom.
The link position is R_A + g (R_B - R_A), A inside and B outside.
"""
import numpy as np
from scipy import constants
from pyscf import gto, scf, mp, ao2mo

HARTREE_EV = constants.physical_constants["Hartree energy in eV"][0]
BOHR_A = constants.physical_constants["Bohr radius"][0] * 1e10
EV_KJMOL = constants.e * constants.N_A / 1000.0

SN_SN, SN_H, SN_CL, H_CL, CL_CL = 2.8, 1.7, 2.4, 1.3, 2.0
D_EXP_SN, D_EXP_CL = 0.2, 0.6
BASIS = {
    "Sn": list(gto.basis.load("lanl2dz", "Sn")) + [[2, [D_EXP_SN, 1.0]]],
    "Cl": list(gto.basis.load("lanl2dz", "Cl")) + [[2, [D_EXP_CL, 1.0]]],
    "H": "6-31g",
}
TETRA = np.array([[1, 1, 1], [1, -1, -1], [-1, 1, -1], [-1, -1, 1]])
TETRA = TETRA / np.sqrt(3.0)


def run_hf(atoms, charge=0):
    elements = {symbol for symbol, _ in atoms}
    mol = gto.M(atom=[(s, tuple(r)) for s, r in atoms], charge=charge,
                basis={s: BASIS[s] for s in elements},
                ecp={s: "lanl2dz" for s in elements if s != "H"},
                unit="Angstrom", verbose=0)
    mf = scf.RHF(mol)
    mf.conv_tol = 1e-10
    mf.kernel()
    assert mf.converged
    return mf


def explicit_pair_sum(mf):
    """Closed-shell second-order correlation energy, summed directly."""
    occ = mf.mo_occ > 0
    c_o, c_v = mf.mo_coeff[:, occ], mf.mo_coeff[:, ~occ]
    e_o, e_v = mf.mo_energy[occ], mf.mo_energy[~occ]
    source = mf._eri if mf._eri is not None else mf.mol
    iajb = ao2mo.general(source, (c_o, c_v, c_o, c_v), compact=False)
    iajb = iajb.reshape(len(e_o), len(e_v), len(e_o), len(e_v))
    e_ia = e_o[:, None] - e_v[None, :]
    gap = e_ia[:, :, None, None] + e_ia[None, None, :, :]
    return np.sum(iajb * (2 * iajb - iajb.transpose(0, 3, 2, 1)) / gap)


def levels(atoms, charge=0):
    """Array: low-level total, high-level total, explicit correlation."""
    mf = run_hf(atoms, charge)
    e_corr = float(mp.MP2(mf).kernel()[0])
    return np.array([mf.e_tot, mf.e_tot + e_corr, explicit_pair_sum(mf)])


def site_atoms(site, kept, link_length=SN_H):
    """Surface Sn with site group H, Cl or nothing ('anion')."""
    atoms = [("Sn", np.zeros(3))]
    if site != "anion":
        length = SN_H if site == "H" else SN_CL
        atoms.append((site, length * TETRA[0]))
    for j in (1, 2, 3):
        if j <= kept:
            neighbour = SN_SN * TETRA[j]
            atoms.append(("Sn", neighbour))
            atoms += [("H", neighbour - SN_H * TETRA[i])
                      for i in range(4) if i != j]
        else:
            atoms.append(("H", link_length * TETRA[j]))
    return atoms


def site_levels(site, kept, link_length=SN_H):
    charge = -1 if site == "anion" else 0
    return levels(site_atoms(site, kept, link_length), charge)


zero, z_axis = np.zeros(3), np.array([0.0, 0.0, 1.0])
gas = {
    "Cl2": levels([("Cl", zero), ("Cl", CL_CL * z_axis)]),
    "HCl": levels([("H", zero), ("Cl", H_CL * z_axis)]),
    "Cl-": levels([("Cl", zero)], -1),
}
REACTIONS = {"chlorination": ("Cl", "Cl2"), "proton removal": ("anion", "Cl-")}
SITES = ("H", "Cl", "anion")
REAL = 3
energy = {(k, s): site_levels(s, k) for k in range(4) for s in SITES}

print("Bond lengths Sn-Sn, Sn-H, Sn-Cl (A):", SN_SN, SN_H, SN_CL)
print("Bond lengths H-Cl, Cl-Cl (A):", H_CL, CL_CL)
print("d exponents Sn, Cl (1/bohr^2):", D_EXP_SN, D_EXP_CL)
g_link = SN_H / SN_SN
print(f"Link scale factor g (no unit): {g_link:.4f}")


def reaction(name, table):
    """Reaction energies in eV from site energies given per site."""
    product, reagent = REACTIONS[name]
    change = table[product] + gas["HCl"] - table["H"] - gas[reagent]
    return change * HARTREE_EV


def embedded_reaction(name, kept):
    """Reaction energy from the subtractive total energy of each species."""
    product, reagent = REACTIONS[name]
    total = {s: energy[REAL, s][0] + energy[kept, s][1] - energy[kept, s][0]
             for s in ("H", product)}
    change = total[product] + gas["HCl"][1] - total["H"] - gas[reagent][1]
    return change * HARTREE_EV


for name in REACTIONS:
    real = reaction(name, {s: energy[REAL, s] for s in SITES})
    print(f"{name}: real system, HF {real[0]:.4f} eV, MP2 {real[1]:.4f} eV")
    cluster_errors = []
    for kept in (0, 1, 2):
        model = reaction(name, {s: energy[kept, s] for s in SITES})
        s_low, s_high, s_corr = real - model
        embedded = embedded_reaction(name, kept)
        err_cluster, err_embedded = model[1] - real[1], embedded - real[1]
        cluster_errors.append(abs(err_cluster))
        ratio = s_low / s_high
        # total energies on one side, explicit pair sums on the other
        assert abs(err_embedded + s_corr) < 1e-5
        assert abs(embedded - (model[1] + s_low)) < 1e-7
        better = abs(err_embedded) < abs(err_cluster)
        assert better == (0 < ratio < 2)
        if name == "proton removal":
            assert better
        print(f" kept {kept}: model HF {model[0]:.4f}, MP2 {model[1]:.4f}, "
              f"embedded {embedded:.4f} eV")
        print(f"  S_L {s_low:.4f}, S_H {s_high:.4f} eV, ratio {ratio:.3f}")
        print(f"  error: cluster {err_cluster:.4f}, embedded "
              f"{err_embedded:.4f} eV; embedding better: {better}")
        if kept == 0:
            print(f"  embedded result {embedded * EV_KJMOL:.1f} kJ/mol")
    if name == "proton removal":
        assert cluster_errors[0] > cluster_errors[1] > cluster_errors[2]

# Sensitivity to the link length alone: the real system does not change.
SHORT, LONG = 1.6, 1.8
moved = {r: {s: site_levels(s, 0, r) for s in SITES} for r in (SHORT, LONG)}
print(f"Link length changed from {SHORT} to {LONG} A, no neighbour kept:")
for name in REACTIONS:
    shift = reaction(name, moved[LONG]) - reaction(name, moved[SHORT])
    shift_embedded = shift[1] - shift[0]
    if name == "proton removal":
        assert abs(shift_embedded) < abs(shift[1])
    print(f" {name}: shift HF {shift[0]:.4f}, MP2 cluster {shift[1]:.4f}, "
          f"embedded {shift_embedded:.4f} eV")

# Force test on H3Sn-SnH3 with SnH4 as model: the cut bond is stretched,
# inner atom A moving by -0.6 s and outer atom B by +0.8 s along it.
axis = TETRA[0]
MOVE_A, MOVE_B = -0.6 * axis, 0.8 * axis


def two_layers(s):
    a, b = s * MOVE_A, SN_SN * axis + s * MOVE_B
    h_a = [("H", SN_H * TETRA[i]) for i in (1, 2, 3)]
    h_b = [("H", SN_SN * axis - SN_H * TETRA[i]) for i in (1, 2, 3)]
    link = a + g_link * (b - a)
    return ([("Sn", a), ("Sn", b)] + h_a + h_b,
            [("Sn", a), ("H", link)] + h_a)


def embedded_energy(s):
    real_atoms, model_atoms = two_layers(s)
    model_hf = run_hf(model_atoms)
    # high minus low on the model is its correlation energy
    return run_hf(real_atoms).e_tot + float(mp.MP2(model_hf).kernel()[0])


step = 0.005
numeric = (embedded_energy(step) - embedded_energy(-step)) / (2 * step)
numeric *= HARTREE_EV
real_atoms, model_atoms = two_layers(0.0)
grad_real = run_hf(real_atoms).nuc_grad_method().kernel()
model_hf = run_hf(model_atoms)
model_mp2 = mp.MP2(model_hf)
model_mp2.kernel()
grad_diff = (model_mp2.nuc_grad_method().kernel()
             - model_hf.nuc_grad_method().kernel())
move_link = (1 - g_link) * MOVE_A + g_link * MOVE_B
common = (grad_real[0] + grad_diff[0]) @ MOVE_A + grad_real[1] @ MOVE_B
to_ev_a = HARTREE_EV / BOHR_A
chain_rule = (common + grad_diff[1] @ move_link) * to_ev_a
link_on_inner = (common + grad_diff[1] @ MOVE_A) * to_ev_a
assert abs(chain_rule - numeric) < 1e-3
assert abs(link_on_inner - numeric) > 5e-3
print("Slope of embedded energy along the cut-bond stretch (eV/A):")
print(f" finite difference {numeric:.4f}, chain rule {chain_rule:.4f}")
print(f" link force put wholly on inner atom {link_on_inner:.4f}")

print("all assertions hold")
```

It prints:

```
Bond lengths Sn-Sn, Sn-H, Sn-Cl (A): 2.8 1.7 2.4
Bond lengths H-Cl, Cl-Cl (A): 1.3 2.0
d exponents Sn, Cl (1/bohr^2): 0.2 0.6
Link scale factor g (no unit): 0.6071
chlorination: real system, HF -2.9934 eV, MP2 -2.9830 eV
 kept 0: model HF -2.9887, MP2 -2.9479, embedded -2.9527 eV
  S_L -0.0048, S_H -0.0351 eV, ratio 0.136
  error: cluster 0.0351, embedded 0.0304 eV; embedding better: True
  embedded result -284.9 kJ/mol
 kept 1: model HF -3.0040, MP2 -2.9675, embedded -2.9569 eV
  S_L 0.0106, S_H -0.0155 eV, ratio -0.682
  error: cluster 0.0155, embedded 0.0261 eV; embedding better: False
 kept 2: model HF -3.0033, MP2 -2.9762, embedded -2.9663 eV
  S_L 0.0098, S_H -0.0068 eV, ratio -1.438
  error: cluster 0.0068, embedded 0.0167 eV; embedding better: False
proton removal: real system, HF 0.0733 eV, MP2 -0.3715 eV
 kept 0: model HF 1.2895, MP2 0.9762, embedded -0.2401 eV
  S_L -1.2162, S_H -1.3477 eV, ratio 0.902
  error: cluster 1.3477, embedded 0.1314 eV; embedding better: True
  embedded result -23.2 kJ/mol
 kept 1: model HF 0.8271, MP2 0.4620, embedded -0.2918 eV
  S_L -0.7538, S_H -0.8335 eV, ratio 0.904
  error: cluster 0.8335, embedded 0.0797 eV; embedding better: True
 kept 2: model HF 0.4239, MP2 0.0170, embedded -0.3336 eV
  S_L -0.3506, S_H -0.3885 eV, ratio 0.902
  error: cluster 0.3885, embedded 0.0379 eV; embedding better: True
Link length changed from 1.6 to 1.8 A, no neighbour kept:
 chlorination: shift HF 0.0732, MP2 cluster 0.0410, embedded -0.0322 eV
 proton removal: shift HF -0.4536, MP2 cluster -0.3909, embedded 0.0628 eV
Slope of embedded energy along the cut-bond stretch (eV/A):
 finite difference 0.1149, chain rule 0.1151
 link force put wholly on inner atom 0.2235
all assertions hold
```
